# Chemical Potential at the Subband Edge in a GaAs Quantum Well: test program

```python
# Result under test: electrons of fixed sheet density n in ONE parabolic
# two-dimensional subband (mass m, two spins) have chemical potential
#   mu = kT ln(exp(EF/kT) - 1),  EF = pi hbar^2 n / m,
# measured from the subband edge; mu = 0 at T0 = EF / (k ln 2).
# Symbols: g = density of states per area, k = Boltzmann constant.
# Internal units: eV, nm, K.  Rough device values size neglected effects.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

mass = 0.067
density_cm2 = 1e12
n = density_cm2 * 1e-14                      # per nm^2
k = const.k / const.e                        # eV/K
hbar2_over_m = const.hbar**2 / (mass * const.m_e) / const.e * 1e18
g = 1 / (np.pi * hbar2_over_m)               # per eV per nm^2
EF = n / g
T0 = EF / (k * np.log(2))


def mu_formula(T):
    return k * T * np.log(np.expm1(EF / (k * T)))


# --- Independent road: discrete plane waves in a periodic square ---
def square_energies(side, largest_index):
    i = np.arange(-largest_index, largest_index + 1)
    squares = i[:, None]**2 + i[None, :]**2
    return 0.5 * hbar2_over_m * (2 * np.pi / side)**2 * squares


count_side, count_energy = 4000.0, 0.040
states = 2 * np.sum(square_energies(count_side, 200) < count_energy)
g_counted = states / count_side**2 / count_energy
assert abs(g_counted / g - 1) < 5e-3         # lattice-point scatter

side = 400.0
energies = square_energies(side, 140)


def density_sum(mu, T):
    return 2 * np.sum(expit((mu - energies) / (k * T))) / side**2


def mu_sum(T):
    return brentq(lambda mu: density_sum(mu, T) - n, -0.5, 0.2,
                  xtol=1e-13)


temperatures = [77.0, 300.0, 400.0, 500.0, 700.0, 800.0]
for T in temperatures:
    assert abs(mu_sum(T) - mu_formula(T)) < 1e-7
T_crossing_sum = brentq(lambda T: density_sum(0.0, T) - n, 100, 900)
assert abs(T_crossing_sum - T0) < 1e-3
assert abs(T_crossing_sum - 598) < 1


def slope_formula(T):
    x = EF / (k * T)
    return k * (np.log(-np.expm1(-x)) - x / np.expm1(x))


for T in [150.0, 300.0, T0, 750.0]:
    slope_sum = (mu_sum(T + 1) - mu_sum(T - 1)) / 2
    assert abs(slope_sum / slope_formula(T) - 1) < 1e-3
slope_T0 = (mu_sum(T0 + 1) - mu_sum(T0 - 1)) / 2
assert abs(slope_T0 / (-2 * k * np.log(2)) - 1) < 1e-3

# Boltzmann statistics and a single spin, each solved numerically
T_boltzmann = brentq(
    lambda T: 2 * np.sum(np.exp(-energies / (k * T))) / side**2 - n,
    100, 900)
assert abs(T_boltzmann - EF / k) < 1e-3
T_one_spin = brentq(lambda T: g / 2 * quad(
    lambda E: expit(-E / (k * T)), 0, 60 * k * T)[0] - n, 300, 2000)
assert abs(T_one_spin / T0 - 2) < 1e-6

# --- Real-well estimate: finite well between thick barriers ---
half_well, barrier, barrier_width = 5.0, 0.25, 20.0
spacer, eps_r = 10.0, 12.9
dz = 0.05
half_box = half_well + barrier_width
z = -half_box + (np.arange(round(2 * half_box / dz)) + 0.5) * dz
square_well = np.where(np.abs(z) < half_well, 0.0, barrier)


def levels(potential):
    hop = 0.5 * hbar2_over_m / dz**2
    return eigh_tridiagonal(potential + 2 * hop,
                            -hop * np.ones(len(z) - 1),
                            eigvals_only=True, select='v',
                            select_range=(-0.5, 2.0))


flat = levels(square_well)
strength = half_well * np.sqrt(2 * barrier / hbar2_over_m)
u_even = brentq(lambda u: u * np.tan(u) - np.sqrt(strength**2 - u**2),
                1e-6, np.pi / 2 - 1e-6)
u_odd = brentq(lambda u: -u / np.tan(u) - np.sqrt(strength**2 - u**2),
               np.pi / 2 + 1e-6, np.pi - 1e-6)
for level, u in [(flat[0], u_even), (flat[1], u_odd)]:
    matched = 0.5 * hbar2_over_m * (u / half_well)**2
    assert abs(level - matched) < 1e-4       # grid error

# Band bending: uniform electrons in the well, two donor sheets
field = (const.e * density_cm2 * 1e4
         / (2 * const.epsilon_0 * eps_r) * 1e-9)      # V/nm
donor = half_well + spacer
r = np.abs(z)
bending = np.where(
    r < half_well, -field * r**2 / (2 * half_well),
    -field * (half_well / 2 + np.minimum(r, donor) - half_well))
sources = z[r < half_well]


def sheet_energy(position):
    electrons = -field * np.mean(np.abs(position - sources))
    donors = field / 2 * (abs(position - donor) + abs(position + donor))
    return electrons + donors


summed = np.array([sheet_energy(p) for p in z]) - sheet_energy(0.0)
assert np.max(np.abs(summed - bending)) < 1e-5
bent = levels(square_well + bending)


def subband_densities(level_list, T):        # mu at the lowest edge
    gaps = level_list - level_list[0]
    return g * k * T * np.log1p(np.exp(-gaps / (k * T)))


def crossing(density_at_edge):
    return brentq(lambda T: density_at_edge(T) - n, 50, T0 + 1)


T_flat = crossing(lambda T: subband_densities(flat, T).sum())
T_bent = crossing(lambda T: subband_densities(bent, T).sum())
flat_T0 = subband_densities(flat, T0)
bent_T0 = subband_densities(bent, T0)

# Nonparabolic band, L valleys, holes, collision broadening
gap = 1.3
alpha = (1 - mass)**2 / gap


def nonparabolic_density(T):
    return g * k * T * quad(
        lambda x: (1 + 2 * alpha * (flat[0] + k * T * x)) * expit(-x),
        0, 60)[0]


L_energy, L_mass, L_valleys = 0.28, 0.31, 4


def L_density(T):
    return (g * L_valleys * L_mass / mass * k * T
            * np.log1p(np.exp(-L_energy / (k * T))))


T_nonparabolic = crossing(nonparabolic_density)
T_L = crossing(lambda T: g * k * T * np.log(2) + L_density(T))
hole_mass = 0.5
holes = g * hole_mass / mass * k * T0 * np.exp(-gap / (k * T0))
mobility = 2500.0
tau = mobility * 1e-4 * mass * const.m_e / const.e
broadening = const.hbar / tau / const.e

print(f"mass: {mass} m0")
print(f"sheet density: {density_cm2:.1e} cm^-2")
print(f"Boltzmann constant: {k*1e3:.6f} meV/K")
print(f"hbar^2/m: {hbar2_over_m:.4f} eV nm^2")
print(f"density of states g: {g*1e14:.4e} eV^-1 cm^-2")
print(f"g from counting states: {g_counted*1e14:.4e} eV^-1 cm^-2")
print(f"Fermi energy at T=0: {EF*1e3:.3f} meV")
print(f"Fermi temperature EF/k: {EF/k:.2f} K")
print(f"crossing T0, formula: {T0:.2f} K")
print(f"crossing T0, state sum: {T_crossing_sum:.2f} K")
print(f"T0 in Celsius: {T0-const.zero_Celsius:.1f} C")
print(f"kT0: {k*T0*1e3:.3f} meV")
for T in temperatures:
    print(f"mu at {T:.0f} K, formula: {mu_formula(T)*1e3:.3f} meV;"
          f" state sum: {mu_sum(T)*1e3:.3f} meV")
print(f"slope dmu/dT at T0: {slope_T0*1e3:.4f} meV/K")
print(f"crossing with Boltzmann statistics: {T_boltzmann:.2f} K")
print(f"crossing if only one spin: {T_one_spin:.1f} K")
print(f"well width: {2*half_well:.0f} nm")
print(f"barrier height: {barrier*1e3:.0f} meV")
print(f"barrier thickness each side: {barrier_width:.0f} nm")
print(f"spacer: {spacer:.0f} nm; relative permittivity: {eps_r}")
print(f"flat bands, E1: {flat[0]*1e3:.1f} meV")
print(f"flat bands, E2-E1: {(flat[1]-flat[0])*1e3:.1f} meV")
print(f"flat, second subband at T0, mu=E1: {flat_T0[1]/n*100:.1f} % of n")
print(f"flat, all higher at T0, mu=E1: {flat_T0[1:].sum()/n*100:.1f} % of n")
print(f"flat bands, crossing: {T_flat:.0f} K")
print(f"spacer field: {field*10:.4f} MV/cm")
print(f"energy drop across spacer: {field*spacer*1e3:.1f} meV")
print(f"bent bands, E2-E1: {(bent[1]-bent[0])*1e3:.1f} meV")
print(f"bent, all higher at T0, mu=E1: {bent_T0[1:].sum()/n*100:.1f} % of n")
print(f"bent bands, crossing: {T_bent:.0f} K")
print(f"rough gap: {gap} eV; alpha: {alpha:.3f} eV^-1")
print(f"nonparabolic density at T0, mu=E1: "
      f"{nonparabolic_density(T0)/n:.3f} n")
print(f"nonparabolic band alone, crossing: {T_nonparabolic:.0f} K")
print(f"L valleys: {L_valleys}, mass {L_mass} m0, "
      f"{L_energy*1e3:.0f} meV above edge")
print(f"L electrons at T0, mu=E1: {L_density(T0)/n*100:.1f} % of n")
print(f"L valleys alone, crossing: {T_L:.0f} K")
print(f"hole mass: {hole_mass} m0; holes at T0: {holes*1e14:.1e} cm^-2")
print(f"rough mobility at T0: {mobility:.0f} cm2/Vs")
print(f"collision broadening hbar/tau: {broadening*1e3:.1f} meV")
print("finished without a failed check")
```

It prints:

```
mass: 0.067 m0
sheet density: 1.0e+12 cm^-2
Boltzmann constant: 0.086173 meV/K
hbar^2/m: 1.1373 eV nm^2
density of states g: 2.7988e+13 eV^-1 cm^-2
g from counting states: 2.7979e+13 eV^-1 cm^-2
Fermi energy at T=0: 35.730 meV
Fermi temperature EF/k: 414.62 K
crossing T0, formula: 598.18 K
crossing T0, state sum: 598.18 K
T0 in Celsius: 325.0 C
kT0: 51.547 meV
mu at 77 K, formula: 35.699 meV; state sum: 35.699 meV
mu at 300 K, formula: 28.256 meV; state sum: 28.256 meV
mu at 400 K, formula: 20.632 meV; state sum: 20.632 meV
mu at 500 K, formula: 11.025 meV; state sum: 11.025 meV
mu at 700 K, formula: -12.847 meV; state sum: -12.847 meV
mu at 800 K, formula: -26.674 meV; state sum: -26.674 meV
slope dmu/dT at T0: -0.1195 meV/K
crossing with Boltzmann statistics: 414.62 K
crossing if only one spin: 1196.4 K
well width: 10 nm
barrier height: 250 meV
barrier thickness each side: 20 nm
spacer: 10 nm; relative permittivity: 12.9
flat bands, E1: 32.8 meV
flat bands, E2-E1: 93.1 meV
flat, second subband at T0, mu=E1: 21.9 % of n
flat, all higher at T0, mu=E1: 29.1 % of n
flat bands, crossing: 503 K
spacer field: 0.0701 MV/cm
energy drop across spacer: 70.1 meV
bent bands, E2-E1: 86.8 meV
bent, all higher at T0, mu=E1: 47.8 % of n
bent bands, crossing: 475 K
rough gap: 1.3 eV; alpha: 0.670 eV^-1
nonparabolic density at T0, mu=E1: 1.126 n
nonparabolic band alone, crossing: 535 K
L valleys: 4, mass 0.31 m0, 280 meV above edge
L electrons at T0, mu=E1: 11.7 % of n
L valleys alone, crossing: 555 K
hole mass: 0.5 m0; holes at T0: 1.2e+02 cm^-2
rough mobility at T0: 2500 cm2/Vs
collision broadening hbar/tau: 6.9 meV
finished without a failed check
```
